Resta's Thomas-Fermi screening model and the screening radius of silicon

**1. What dimensions and linearity fix**

A static point charge Q sits in a semiconductor. Close to it the potential is that of the bare charge. Far away it is weaker by the macroscopic dielectric constant ε. We seek the radius R at which the screening is complete.

If the electrons respond linearly, the induced charge is proportional to Q, so the fraction of Q left unscreened cannot depend on Q. Let the electron response supply one length, 1/k, and let the screening cloud end at R. The unscreened fraction is 1/ε, a pure number, and kR is the one dimensionless combination available. Therefore

1/ε = F(kR).

With no cloud there is no screening, so F(0) = 1. An unlimited cloud should screen completely, as in a metal, so F should fall to zero at large kR. The rest of the derivation finds k and F. The model does not predict ε: it turns a known ε into a radius.

**2. Assumptions**

We use SI units, with e > 0 and Q = Ze. The valence electrons form a gas of uniform density n0 on a rigid neutralizing background. The added charge changes the density by δn(r), positive where electrons accumulate, and φ is the potential of Q and δn together. Three assumptions define the model:

(a) The kinetic energy depends locally on the density, as in a free-electron gas, and is kept to second order in δn.

(b) The displaced density has one sign: δn ≥ 0 for Q > 0, and δn ≤ 0 for Q < 0.

(c) The number of displaced electrons is set by the macroscopic ε. The band gap enters through this number alone. Here ε is the electronic dielectric constant, with the nuclei held fixed. In a polar crystal the static constant is larger, because the ions also move, and it should not be used here.

We take Q > 0. Reversing the signs of Q, φ and δn gives the other case.

**3. The Thomas-Fermi wavevector**

Two spin states for each plane wave with wavevector below k_F give

n0 = 2 (4πk_F³/3)/(2π)³ = k_F³/(3π²), so k_F = (3π²n0)^(1/3).

The Fermi energy E_F = ħ²k_F²/(2m) grows as n0^(2/3). Hence dE_F/dn = 2E_F/(3n0), and the density of states per volume is

dn/dE_F = 3n0/(2E_F) = m k_F/(π²ħ²).

A local rise eφ in the energy available to electrons therefore adds a density (3n0/2E_F)eφ. Its charge is −e times this, and Poisson's equation divides by ε0. The resulting inverse length squared is

k² = (e²/ε0)(3n0/2E_F) = m e² k_F/(π²ε0ħ²).

The Bohr radius a0 = 4πε0ħ²/(me²) gives me²/(ε0ħ²) = 4π/a0, so

k² = 4k_F/(πa0).

**4. Why the cloud has a finite radius**

Far from the charge the field is Q/(4πε0εr²). By Gauss's law the net charge near the impurity is Q/ε. The number N of displaced electrons follows from Q − eN = Q/ε:

N = Z(1 − 1/ε).

These electrons are drawn in by polarization, and the charge +eN appears on the remote surface of the sample.

At fixed N the energy to be minimized is

W = ∫ (E_F/3n0) δn² d³r + (e²/8πε0) ∫∫ δn(r)δn(r′)/|r−r′| d³r d³r′ − (eQ/4πε0) ∫ δn/r d³r.

The first term is half the second derivative of the kinetic energy density, times δn². The kinetic term linear in δn is E_F N, a constant. Adding a little density at r changes W, per electron, by

g(r) = (2E_F/3n0) δn(r) − eφ(r).

At the minimum, moving electrons from an occupied place to another place cannot lower W. So g equals one constant, −λ, wherever δn > 0, and g ≥ −λ wherever δn = 0. Together,

δn = (3n0/2E_F)(eφ − λ) where eφ > λ, and δn = 0 elsewhere.

Four consequences follow.

First, the minimum is unique. The δn² term is strictly convex, and the Coulomb self-energy is a field energy, which is never negative. A unique minimum must share the spherical symmetry of the problem.

Second, φ decreases with r, because the charge enclosed by any sphere is at least Q/ε > 0. The region eφ > λ is therefore a ball, r < R.

Third, R is finite. If λ were zero or negative, δn would fall no faster than 1/r and could not integrate to a finite N. So λ > 0, while φ tends to zero far away.

Fourth, φ is continuous at R, so δn goes continuously to zero there and λ = eφ(R).

Assumption (b) matters here. Outside R we have g > −λ, so removing electrons there and adding them inside would lower W. A metal does this. The sign condition forbids it, and so preserves the dielectric field outside.

**5. The potential inside and outside**

Inside R the charge density is Qδ(r) − eδn, where δ(r) is the point-charge delta function. With the result for δn, Poisson's equation becomes

∇²φ = k²[φ − φ(R)] − Qδ(r)/ε0, r < R.

Outside, the net enclosed charge is Q/ε and no further charge is induced:

φ = Q/(4πε0εr), r ≥ R.

Define u(r) = r[φ(r) − φ(R)]. For a spherical function f, ∇²f = (1/r)d²(rf)/dr², so away from the origin

u″ = k²u.

Near the origin φ approaches Q/(4πε0r), which gives u(0) = Q/(4πε0). By definition u(R) = 0. The solution that vanishes at R is a multiple of sinh k(R−r), and the value at the origin fixes the factor:

u(r) = (Q/4πε0) sinh k(R−r)/sinh kR.

Since φ(R) = Q/(4πε0εR), the potential inside is

φ(r) = (Q/4πε0)[sinh k(R−r)/(r sinh kR) + 1/(εR)].

**6. The relation between ε and R**

The induced density is finite at R, so there is no surface charge and the slope of φ is continuous. From inside, φ′ = u′/r − u/r², and u(R) = 0, so

φ′(R) = u′(R)/R = −(Q/4πε0) k/(R sinh kR).

From outside,

φ′(R) = −(Q/4πε0)/(εR²).

Equating the two and cancelling common factors gives

ε = sinh(kR)/(kR).

The function sought in part 1 is thus F(x) = x/sinh x.

Counting the induced charge gives the same answer. Since e δn = ε0k²u/r,

eN = 4πε0k² ∫₀ᴿ r u dr = (Qk²/sinh kR) ∫₀ᴿ r sinh k(R−r) dr.

With s = R − r the last integral is

R(cosh kR − 1)/k − [R cosh kR/k − sinh kR/k²] = sinh kR/k² − R/k.

Hence eN = Q(1 − kR/sinh kR), which must equal Q(1 − 1/ε).

**7. Solving for R, and the two limits**

Write x = kR. The derivative of sinh x/x is (x cosh x − sinh x)/x². Its numerator vanishes at x = 0 and has derivative x sinh x > 0, so it is positive for x > 0. The function rises steadily from 1 to infinity, and each ε > 1 has one root x.

The equation sinh x = εx suggests the iteration

x_new = arcsinh(εx_old).

Below the root sinh x < εx, so each step moves up; because arcsinh is increasing, it cannot pass the root. Above the root the steps move down in the same way. The iteration therefore converges from any positive start. Near the root each step multiplies the error by ε/√(1+ε²x²) = ε/cosh x = tanh x/x, which is below 1.

For weak screening, sinh x/x ≈ 1 + x²/6, so

R² ≈ 6(ε − 1)/k², for ε − 1 ≪ 1.

In the model the cloud shrinks to nothing as ε → 1. This limit is formal: the local electron gas of assumption (a) needs a density that varies slowly over the length 1/k_F, which a cloud smaller than 1/k_F cannot provide. Even in silicon this condition is poorly met, since 1/k is slightly shorter than 1/k_F. For ε → ∞ at fixed k, R grows without limit, φ(R) → 0, and sinh k(R−r)/sinh kR → exp(−kr). The potential becomes that of a Thomas-Fermi metal, (Q/4πε0r)exp(−kr). The growth is slow: for large x, sinh x ≈ exp(x)/2, so x ≈ ln(2εx).

The effect of an error in ε follows from ln ε = ln sinh x − ln x. Differentiating at fixed k,

d ln R/d ln ε = 1/(x coth x − 1).

**8. Silicon**

Rough inputs are a lattice constant of 0.543 nm and ε = 11.7. The cubic cell holds 8 atoms with 4 valence electrons each:

n0 = 32/(0.543 nm)³ = 199.9 nm⁻³,
k_F = (3π² × 199.9)^(1/3) = 18.09 nm⁻¹, E_F = 12.47 eV,
k = [4 × 18.09/(π × 0.05292)]^(1/2) = 20.86 nm⁻¹.

As a test of k, plane-wave states were counted in a finite box near E_F; this gave 20.87 nm⁻¹.

Starting from x = 1, the iteration gives 3.1546, 4.3018, 4.6119, 4.6815, 4.6964 and settles at kR = 4.70. Therefore

R = 4.7005/20.86 nm⁻¹ = 0.225 nm = 4.26 bohr.

The energy W of part 4 was also minimized numerically, with the density free in thin spherical shells 0.001 nm wide and no radius supplied. The cloud ended at 0.225 nm.

The radius is 0.96 of the bond length, 0.235 nm. A charge +e draws in 0.91 electron, while a sphere of radius R holds 9.6 valence electrons on average. Averaged over the sphere the disturbance is small, but it is concentrated near the centre. From part 4,

δn/n0 = 3e[φ(r) − φ(R)]/(2E_F).

The energy of an electron near +e is −2.325 eV at 0.10 nm and −0.546 eV at R, so at 0.10 nm

δn/n0 = 1.5 × (2.325 − 0.546)/12.47 = 0.21.

At 0.05 nm the energy is −10.69 eV and the ratio is 1.2. Linear response fails near the charge, where this ratio is not small, and this region is not a minor part of the cloud: half of the displaced charge lies inside 0.074 nm, where the ratio exceeds 0.5, and about two thirds lies inside 0.10 nm. For a charge −e the linear solution even makes n0 + δn negative inside 0.055 nm. Farther out the ratio is small, but the linear profile is still not accurate near the edge of the cloud, because nonlinearity moves the edge itself (part 11).

For germanium, with rough inputs 0.566 nm and ε = 16, and again four valence electrons per atom, kR = 5.09 and R = 0.249 nm, or 1.02 bond lengths. In both crystals the radius lies near the bond length. Nothing in the derivation requires this. The bond length enters only through n0, and with the same n0 a different ε would give a different ratio.

**9. Screening as a function of distance**

A position-dependent dielectric function ε̄(r) can be defined by φ = Q/(4πε0 ε̄(r) r). Multiply the inside potential by r and use sinh kR = εkR:

1/ε̄(r) = [sinh k(R−r) + kr]/(εkR),

ε̄(r) = εkR/[sinh k(R−r) + kr], r ≤ R.

At r → 0 this is εkR/sinh kR = 1, the bare charge. At r = R it is ε. For silicon it is 2.7 at 0.05 nm, 6.2 at 0.10 nm, 10.1 at 0.15 nm and 11.6 at 0.20 nm. In the model, the screening in silicon is complete at R, slightly less than one bond length. Beyond R the macroscopic ε applies exactly, because the model imposes it there.

**10. Screening as a function of wavevector**

Periodic supercells sample the response at discrete wavevectors, so the Fourier form is useful. Define ε(q) as Q divided by the Fourier transform of the total charge near the impurity. A spherical density transforms with the factor sin(qr)/(qr), and the induced charge density is −ε0k²u/r. Hence

1/ε(q) = 1 − [k²/(q sinh kR)] J, J = ∫₀ᴿ sinh k(R−r) sin qr dr.

To find J, let f = sinh k(R−r) and s = sin qr. Then f″ = k²f and s″ = −q²s, so

(k²+q²)J = ∫₀ᴿ (f″s − fs″) dr = [f′s − fs′]₀ᴿ = q sinh kR − k sin qR.

Insert this and use sinh kR = εkR once more:

1/ε(q) = 1 − [k²/(k²+q²)][1 − sin(qR)/(εqR)],

ε(q) = (k²+q²)/[q² + k² sin(qR)/(εqR)].

This tends to ε as q → 0 and to 1 as q → ∞. For small q, sin(qR)/(qR) ≈ 1 − q²R²/6, and to order q²

1/ε(q) ≈ 1/ε + (q²/k²)[1 − 1/ε − (kR)²/(6ε)].

For silicon the bracket is 1 − 0.085 − 0.315 = 0.60. In a cubic supercell of edge L the smallest nonzero wavevector is 2π/L, so the departure of 1/ε(q) from 1/ε falls as 1/L² at leading order. The full formula gives ε(q) = 7.7 at L = 1.09 nm and 10.3 at L = 2.17 nm. The second value is still 12 % below ε. Within this model, the response at the smallest nonzero wavevector of such a cell is therefore weaker than the macroscopic ε implies. In the crystal the drop is steeper. An empirical-pseudopotential random-phase calculation along a cube axis gives about 6 and 9 at these two wavevectors without local fields (5.6 and 8.3 with them), and a q² coefficient roughly twice the model's, so the model values understate the effect for silicon. This difference is not itself the error of a finite-size energy correction, which depends on a sum over all wavevectors and was not computed here.

**11. What the model leaves out, with sizes for silicon**

In the estimates of R below, ε is held at 11.7.

Nonlinear response. Without the expansion in δn, the local density is

δn = n0{[1 + e(φ−φ(R))/E_F]^(3/2) − 1},

with the square bracket set to zero where it would be negative. Expanding, (1+s)^(3/2) = 1 + 3s/2 + 3s²/8 + …, so at a given size of φ − φ(R) the first correction increases the accumulation of electrons around a positive charge and reduces their depletion around a negative one. The total number displaced is still fixed by ε, so the cloud of a positive charge contracts and that of a negative charge spreads. Solving the full equation gives R = 0.214 nm for +e, 5 % below the linear value, and 0.244 nm for −e, 8 % above it. For a charge of 0.001e it returns the linear 0.225 nm, as it should.

Exchange. The local exchange energy density is −(3/4)(3/π)^(1/3)(e²/4πε0)n^(4/3). Its second derivative is −(e²/4πε0)k_F/(3πn0). The kinetic one is 2E_F/(3n0) = ħ²k_F²/(3mn0), so their ratio is

−1/(πk_Fa0) = −0.333.

Exchange softens the gas by a third. Since k² is inversely proportional to the stiffness and kR is fixed by ε, R is multiplied by √(1 − 0.333) and becomes 0.184 nm, 18 % smaller. This is the largest of the shifts found while the response is kept local. Combined with the nonlinear response it gives 0.176 nm for +e. Correlation is not included.

Nonlocal kinetic energy. The Thomas-Fermi response holds for q ≪ 2k_F, but here k/(2k_F) = 0.58. First-order perturbation theory for free electrons gives the response at wavevector q as

δn_q/(eφ_q) = 4 ∫ d³p/(2π)³ 1/(E_{p+q} − E_p), p < k_F,

taken as a principal value. The factor 4 counts two spins and the two admixed waves p ± q. Integrate over angles, set p = k_F t and y = q/(2k_F), and divide by mk_F/(π²ħ²). The ratio to the Thomas-Fermi response is

(1/2y) ∫₀¹ t ln|(t+y)/(t−y)| dt = 1/2 + [(1−y²)/(4y)] ln|(1+y)/(1−y)|.

The integral is done by parts with (t²−y²)/2 as the antiderivative of t. At q = k the ratio is 0.88, a response 12 % weaker. This one ratio does not tell whether R grows or shrinks, because a nonlocal response also changes the shape of the cloud, which need not end at a single sharp radius. Minimizing W under assumptions (b) and (c) with this wavevector-dependent response in place of the local term shows both effects: the density touches zero near 0.20 nm, and a weak outer shell extends to about 0.29 nm. With local exchange added as well, the cloud ends near 0.17 nm.

Uneven density. In the real crystal the valence electrons gather in the bonds. At fixed ε, R ∝ 1/k ∝ n0^(−1/6). Doubling the uniform density gives 0.201 nm and halving it gives 0.253 nm. This gauges the sensitivity; it does not replace a calculation with the crystal's own density. Directional screening and the fields that vary within a cell are outside the model.

Temperature and doping. Thermal smearing of the valence gas changes k² by a fraction of order (k_BT/E_F)², which at 300 K is a few parts in a million. In real silicon, thermal expansion and the temperature dependence of ε are much larger effects, though they still move R by well under 1 % per 100 K. Mobile carriers matter at long range. For 10¹⁶ cm⁻³ of nondegenerate carriers at 300 K the Debye length is

√(εε0k_BT/(e²n_c)) = 41 nm,

with n_c the carrier density and k_B Boltzmann's constant. The outer law 1/(εr) then holds for R < r ≪ 41 nm.

**12. Reading the result against real silicon**

The inputs are typical of silicon, and the uncertainty of ε matters little: d ln R/d ln ε = 0.27, so a 10 % error in ε moves R by about 3 %. Real silicon is not the uniform, local electron gas assumed here. The changes tried above put the edge of the cloud between about 0.17 and 0.29 nm. They do not bound the combined error, but they show that for the crystal 0.225 nm is uncertain by some tens of percent. A real impurity also has a core and displaces its neighbours, neither of which a point charge in a rigid background describes. The remaining values are in the numerical output.

Calculated quantities

```
Si lattice constant (rough input) = 0.543 nm
Si dielectric constant (rough input) = 11.7
Si valence electrons per cubic cell = 32
Si valence density n0 = 199.9 nm^-3
Si Fermi wavevector kF = 18.09 nm^-1
Si Fermi energy = 12.47 eV
Si Thomas-Fermi wavevector k = 20.86 nm^-1
k from counting states = 20.87 nm^-1
Si screening length 1/k = 0.0479 nm
iterates of kR: 1.0000 3.1546 4.3018 4.6119 4.6815 4.6964 4.6996 4.7003
Si kR = 4.7005
Si screening radius R = 0.2253 nm = 4.258 bohr
R from energy minimization = 0.225 nm
Si bond length = 0.2351 nm; R/bond = 0.958
displaced electrons for charge +e = 0.9145
enclosed charge at R, radial solution = 0.08547 e
1/eps = 0.08547
mean valence electrons inside R = 9.58
r (nm), local eps, electron energy near +e (eV):
  0.0500  2.694  -10.688
  0.1000  6.194  -2.325
  0.1500  10.125  -0.948
  0.2000  11.638  -0.619
  0.2253  11.700  -0.546
cubic supercell edge (nm), eps at q = 2 pi/edge:
  0.543  4.032
  1.086  7.684
  1.629  9.462
  2.172  10.319
d ln R / d ln eps = 0.270
R, nonlinear, charge +0.001 e = 0.2253 nm
R, nonlinear, charge +e = 0.2137 nm (-5.2 %)
R, nonlinear, charge -e = 0.2441 nm (+8.3 %)
exchange/kinetic stiffness ratio = -0.333
R with local exchange = 0.1841 nm (-18.3 %)
k/(2 kF) = 0.577
Lindhard/Thomas-Fermi response at q = k: 0.880
R at doubled density = 0.2007 nm
R at halved density = 0.2529 nm
temperature = 300 K; kT = 0.0259 eV
relative thermal correction to k^2, size = 3.5e-06
free-carrier density = 1e+16 cm^-3
free-carrier Debye length = 40.9 nm
Ge inputs (rough): 0.566 nm, eps = 16.0
Ge k = 20.43 nm^-1; kR = 5.0938
Ge R = 0.2493 nm; R/bond = 1.017
```
